# Dielectric function of crystals from real-time TDDFT with a uniform vector potential

Before a real-time calculation of a crystal's spectrum starts, one line of the code has to be settled: does the uniform vector potential respond to the current, or is it prescribed? If it responds, the signal gives \(1/\varepsilon\), whose imaginary part shows the energy loss of a fast charge. If it is prescribed, the signal gives \(\varepsilon\), whose imaginary part shows optical absorption. The same choice also affects how strongly small errors are amplified in a long run.

Hartree atomic units are used, with Gaussian factors \(4\pi\) in the field equations. The speed of light is absorbed in \(\mathbf A\), so \(\mathbf E=-\dot{\mathbf A}\). Electrons have charge \(-1\), and spectra are \(f(\omega)=\int dt\,e^{i\omega t}f(t)\), so that \(d/dt\to-i\omega\).

## 1. Simplest case: free electrons

Take electrons of density \(n\) on a uniform background, at rest on average. In a uniform field the canonical momentum is conserved and the mean velocity is \(A\). The charge current density is therefore

\[ J=-nA. \]

**Fixed E.** Prescribe \(A=A_0\theta(t)\). Then \(E=-A_0\delta(t)\), so \(E(\omega)=-A_0\). The current stays at \(-nA_0\), and with slight damping its transform is \(-nA_0\,i/\omega\). Hence \(\sigma=J/E=in/\omega\). Since \(J=\dot P\) gives \(P=iJ/\omega\),

\[ \varepsilon=1+\frac{4\pi P}{E}=1+\frac{4\pi i\sigma}{\omega}=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=4\pi n. \]

**Fixed D.** Now apply the field across a slab, along its normal. Surface charge produces the induced field \(E_{\rm ind}=-4\pi P\). Write \(A=A_{\rm ext}+A_{\rm ind}\), with \(D=-\dot A_{\rm ext}\) and \(E_{\rm ind}=-\dot A_{\rm ind}\). Then \(\dot A_{\rm ind}=4\pi P\), and one more time derivative gives

\[ \ddot A_{\rm ind}=4\pi J. \tag{1} \]

For \(A_{\rm ext}=A_0\theta(t)\) and \(J=-nA\), equation (1) reads \(\ddot A=-\omega_p^2A\) after the kick, with \(A(0^+)=A_0\) and \(\dot A(0^+)=0\). So \(A=A_0\cos\omega_pt\): the plasmon. Its transform is \(A_0\,i\omega/(\omega^2-\omega_p^2)\), that of the step is \(A_0\,i/\omega\), and the ratio is

\[ \frac{A(\omega)}{A_{\rm ext}(\omega)}=\frac{\omega^2}{\omega^2-\omega_p^2}=\frac1\varepsilon . \]

The two runs agree. What remains is to replace \(J=-nA\) by the current of a real band structure.

## 2. A crystal in a uniform field

A uniform field adds the potential energy \(\mathbf E\cdot\mathbf r\) for charge \(-1\), which is not periodic. Set \(\psi_L=e^{i\mathbf A\cdot\mathbf r}\psi\) in the original equation. Two identities follow by differentiation:

\[ \mathbf p\,\psi_L=e^{i\mathbf A\cdot\mathbf r}(\mathbf p+\mathbf A)\psi,\qquad i\partial_t\psi_L=e^{i\mathbf A\cdot\mathbf r}\big(i\partial_t-\dot{\mathbf A}\cdot\mathbf r\big)\psi . \]

Because \(-\dot{\mathbf A}\cdot\mathbf r=\mathbf E\cdot\mathbf r\), the nonperiodic term cancels. Local potentials commute with the phase, and the density is unchanged. With \(\psi=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}\),

\[ i\partial_tu_{\mathbf k}=\Big[\tfrac12(\mathbf p+\mathbf k+\mathbf A)^2+v_{\rm ion}+v_H+v_{xc}\Big]u_{\mathbf k}. \tag{2} \]

The Hamiltonian is periodic, so \(\mathbf k\) remains a fixed label. A nonlocal pseudopotential would not commute with the phase and would change both (2) and the current; potentials here are local. Nuclei are fixed, and the wavelength is long compared with the cell.

The Hartree potential in (2) must omit its \(\mathbf G=0\) part, for the following reason. Split the electrostatic field into its cell average and a periodic remainder with zero average. The cross term in the squared field integrates to zero over a cell of volume \(\Omega\), so the energy separates into \(\Omega E^2/8\pi\) and a periodic part. The periodic part belongs to \(v_H\), and the average is carried by \(\mathbf A\).

The functional is adiabatic: \(v_{xc}\) depends on the present periodic density. It therefore has no macroscopic xc field. That is an approximation, not a property of the true functional.

## 3. One Lagrangian for electrons and field

Let \(\sum\) denote the sum over occupied states, spin included, averaged over \(\mathbf k\), so that it counts the \(N\) electrons of one cell. For a cubic crystal, or along a principal axis, one component of \(\mathbf A\) suffices. Take

\[ L=\sum\langle u|i\partial_t|u\rangle-E_{KS}[u,A_{\rm ext}+A_{\rm ind}]+\frac{\Omega}{8\pi}\dot A_{\rm ind}^2 . \]

Here \(E_{KS}\) holds the kinetic energy \(\sum\frac12\langle(p+k+A)^2\rangle\), the ionic energy, the periodic Hartree energy and \(E_{xc}\). Varying \(u^*\) gives (2). Varying \(A_{\rm ind}\) gives

\[ \frac{\Omega}{4\pi}\ddot A_{\rm ind}=-\frac{\partial E_{KS}}{\partial A}=-\sum\langle p+k+A\rangle=\Omega J . \]

The last equality is the definition of current density for charge \(-1\). This is equation (1) again, now with the crystal's own current, so the sign and weight of the field term are right.

**Check on energy.** Under (2), \(\partial_tu=-iHu\). The change of \(E_{KS}\) through the orbitals is \(2\,{\rm Re}\sum\langle\partial_tu|Hu\rangle=2\,{\rm Re}\,(i\sum\langle Hu|Hu\rangle)=0\). What remains is the change through \(A\):

\[ \dot E_{KS}=\frac{\partial E_{KS}}{\partial A}\dot A=-\Omega J\dot A,\qquad \frac{d}{dt}\frac{\Omega\dot A_{\rm ind}^2}{8\pi}=\frac{\Omega}{4\pi}\dot A_{\rm ind}\ddot A_{\rm ind}=\Omega J\dot A_{\rm ind}. \]

The sum is \(-\Omega J\dot A_{\rm ext}=\Omega JD\), the work of the external source. It vanishes after a kick, whatever the kick's strength. The kick itself changes \(\sum\frac12\langle(p+k)^2\rangle\) to \(\sum\frac12\langle(p+k+A_0)^2\rangle\). The cross term is zero because the ground state carries no current, so the deposited energy is \(NA_0^2/2\).

## 4. The two dielectric functions

**Fixed E.** With \(A=A_0\theta(t)\) prescribed, \(E(\omega)=-A_0\) and

\[ \sigma(\omega)=-\frac1{A_0}\int_0^\infty e^{i\omega t}J(t)\,dt,\qquad \varepsilon=1+\frac{4\pi i\sigma}{\omega}. \tag{3} \]

**Fixed D.** With \(A_{\rm ext}=A_0\theta(t)\) and (1) integrated along with the orbitals, \(D(\omega)=-A_0\). The total field is \(-\dot A\), whose transform is \(-A_0-\int_0^\infty e^{i\omega t}\dot A_{\rm ind}dt\). Therefore

\[ \frac1\varepsilon=\frac ED=1+\frac1{A_0}\int_0^\infty e^{i\omega t}\dot A_{\rm ind}(t)\,dt . \tag{4} \]

For any other weak pulse, \(1/\varepsilon=A(\omega)/A_{\rm ext}(\omega)\) wherever the pulse has spectral weight.

**Why they agree.** In both runs the orbitals obey (2) and feel the total \(A\). To first order they return the same \(J=\sigma E\), and the periodic Hartree and xc response is already inside \(\sigma\). In the fixed-D run \(E=D-4\pi P\) with \(P=i\sigma E/\omega\), so

\[ E\Big(1+\frac{4\pi i\sigma}{\omega}\Big)=D . \]

The bracket is the \(\varepsilon\) of (3). In a less symmetric crystal, a slab with normal \(\mathbf n\) and no field along its surface gives \(1/\varepsilon_{nn}\), while fixed-E kicks give the tensor column by column.

**Limit of late times.** Since \(A_{\rm ind}(0)=0\), integrating (4) by parts at \(\omega=i\eta\) gives

\[ \frac1{\varepsilon(i\eta)}=\eta\int_0^\infty e^{-\eta t}\frac{A(t)}{A_0}\,dt . \]

This is a weighted mean of \(A/A_0\). As \(\eta\to0\) it becomes the late-time mean, if that exists, so in an insulator \(A/A_0\) settles on average at \(1/\varepsilon(0)\): screening reduces the total field impulse by the static dielectric constant.

**Limit of short times.** Just after the kick \(J=-nA_0\), as for free electrons. Let \(s(t)=-J/A_0\), so \(s(0^+)=n\). Integrating its transform over all \(\omega\) gives \(\pi s(0^+)\), because half of the delta function \(2\pi\delta(t)\) lies at \(t>0\). Since \({\rm Re}\,\sigma\) is even, \(\int_0^\infty{\rm Re}\,\sigma\,d\omega=\pi n/2\). With \(\omega\,{\rm Im}\,\varepsilon=4\pi\,{\rm Re}\,\sigma\),

\[ \int_0^\infty\omega\,{\rm Im}\,\varepsilon\,d\omega=\frac{\pi\omega_p^2}2=\int_0^\infty\omega\,{\rm Im}\Big(-\frac1\varepsilon\Big)d\omega . \]

The second equality follows in the same way from \(-\ddot A_{\rm ind}/A_0\). Its initial value is \(-4\pi J/A_0=\omega_p^2\), and its transform is \(i\omega(1/\varepsilon-1)\), with real part \(\omega\,{\rm Im}(-1/\varepsilon)\).

**Finite duration.** A run of length \(T\) is damped by \(e^{-\eta t}\), which evaluates every transform at \(z=\omega+i\eta\). The denominator in (3) must then be \(z\) as well. Keeping \(\omega\) there gives \(1+(\varepsilon-1)(\omega+i\eta)/\omega\), which contains a false absorption of about \((\varepsilon-1)\eta/\omega\) below the gap.

## 5. Time stepping

Split the problem into two parts that can each be solved without further approximation:

- Under the potentials, \(u\) acquires a phase in real space. The density, and so \(V[n]\), stays constant. Meanwhile \(A_{\rm ind}\) drifts at constant \(\dot A_{\rm ind}\).
- Under \(\frac12(p+k+A)^2\) at fixed \(A\), \(u\) acquires a phase in momentum space. The momentum distribution and \(J\) stay constant, so \(\dot A_{\rm ind}\) grows by \(4\pi J\,\Delta t\).

Half a step of the first, a full step of the second and half a step of the first make a unitary step with no inner iteration. At fixed E, the updates of \(A_{\rm ind}\) are dropped.

This step has its own stationary state, which differs from the eigenstate of \(H\) by order \(\Delta t^2\): the symmetric step is undone by the same step with \(-\Delta t\), so writing it as \(e^{-i\Delta t H_{\rm eff}}\) makes \(H_{\rm eff}\) even in \(\Delta t\), and \(H_{\rm eff}-H\) begins at \(\Delta t^2\). The difference matters in long runs. Suppose the start has a spurious upper-band amplitude \(b_k\sim\Delta t^2\), and the kick adds \(A_0d_k\). The population then contains the cross term \(2A_0{\rm Re}(b_k^*d_k)\). Weighted with the velocity difference of the bands, it gives a slow current proportional to \(A_0\), which a weaker kick cannot reduce relative to the signal. Inversion symmetry does not cancel it: \(d_k\) and the velocity difference are both odd in \(k\).

At fixed D, a constant slow current \(J_s\) obeys \(\varepsilon(0)\dot E=-4\pi J_s\), that is, \(\ddot A=4\pi J_s/\varepsilon(0)\). Its effect on \(A\) grows as \(t^2\). Through (4) this adds \(-4\pi J_s/(\varepsilon(0)A_0z^2)\) to \(1/\varepsilon\), that is, about \(4\pi\varepsilon(0)J_s/(A_0z^2)\) to \(\varepsilon\) at low frequency. A fixed-E run is not immune: there the same constant current adds \(4\pi J_s/(A_0z^2)\) to \(\varepsilon\) through (3), smaller by \(\varepsilon(0)\). The value of \(J_s\) itself need not be equal in the two runs, because the total field after the kick is not the same: it is zero at fixed E, while at fixed D the induced field continues to act. The cure is to start from the self-consistent eigenstate of one split step.

## 6. A model crystal

The potential varies along one axis, lateral motion is frozen, and the Coulomb interaction is three-dimensional. The cell is 6 bohr long with area 20 bohr², holds two electrons, and has an ionic potential \(-0.3\cos(2\pi x/6)\) hartree, with \(x\) in bohr. The functional is exchange-only adiabatic LDA, and there are 64 \(k\) points. Then

\[ n=\frac2{120}=0.01667\ {\rm bohr}^{-3},\qquad \omega_p=\sqrt{4\pi n}=0.458\ {\rm hartree}. \]

The Kohn–Sham gap is 0.210 hartree. The runs use \(A_0=10^{-4}\), \(\eta=0.01\) hartree and \(T=800\), with atomic units for \(A_0\) and times.

**An independent reference.** Perturbation theory can use position instead of \(A\). From \([x,H]=ip\), the interband elements are \(x_{vc}=ip_{vc}/\omega_{cv}\), where \(\omega_{cv}\) is the transition energy. A perturbation \(b\,e^{-izt}\) creates the amplitude \(b_{cv}/(z-\omega_{cv})\), and its conjugate partner supplies the second term in the response of an operator \(a\):

\[ \chi_{ab}(z)=\sum_c\!\sum\Big[\frac{a_{vc}b_{vc}^*}{z-\omega_{cv}}-\frac{a_{vc}^*b_{vc}}{z+\omega_{cv}}\Big]. \]

With the periodic Hartree and exchange kernel \(K\), the density change obeys \(\delta n=\chi_{nx}E+\chi_{nn}K\delta n\). Then \(\delta\langle x\rangle=\chi_{xx}E+\chi_{xn}K\delta n\), and \(P=-\delta\langle x\rangle/\Omega\) gives

\[ \varepsilon=1-\frac{4\pi}{\Omega}\frac{\delta\langle x\rangle}{E}. \]

The static value is 3.64. Setting \(K=0\) gives 4.25, so local fields, exchange included, lower \(\varepsilon(0)-1\) from 3.25 to 2.64.

**Comparison of spectra**, all at \(\omega+i\eta\):

| \(\omega\) (hartree) | fixed E | fixed D | perturbation |
|---|---|---|---|
| 0.10 | 4.138+0.124i | 4.139+0.128i | 4.139+0.124i |
| 0.20 | 9.434+3.193i | 9.456+3.205i | 9.437+3.196i |
| 0.40 | −0.596+1.109i | −0.595+1.110i | −0.596+1.109i |
| 0.60 | 0.021+0.171i | 0.021+0.171i | 0.022+0.171i |

Relative to the largest magnitude in the spectrum, the fixed-E \(\varepsilon\) deviates from perturbation theory by at most 0.06%, and the fixed-D \(1/\varepsilon\) by 0.25%. A smooth fixed-D pulse reproduces the kick's \(1/\varepsilon\) to 0.02% on the same measure. All three columns share the 64-point mesh, whose transition energies lie up to about 0.017 hartree apart, more than \(\eta\). Values inside the absorption band therefore carry a mesh ripple: with 128 or more points \(\varepsilon(0.40)\) becomes −0.605+1.08i and \({\rm Im}\,\varepsilon(0.50)\) becomes 0.50, while the other rows, the static value and both peaks keep the digits shown.

The fixed-D column is less accurate at 0.10 and 0.20 hartree, and the reason can be traced. The program transforms \(A_{\rm ind}\) itself, which settles near \((0.275-1)A_0\). Cutting the integral at \(T\) omits a term of size \(0.725\,e^{-8}=2.4\times10^{-4}\) in \(1/\varepsilon\). Inversion multiplies an error by \(|\varepsilon|^2\), which is about 17 at 0.10 hartree. The expected error in \(\varepsilon\) is 0.004, as seen in the imaginary part. Conversely, an error in a fixed-E \(\varepsilon\) is multiplied by \(1/|\varepsilon|^2\) when the loss function is formed. In this model that does not single out one run for the loss function: the two runs' \(1/\varepsilon\) differ by at most 0.12% of the largest magnitude, less than the 0.25% by which the fixed-D \(1/\varepsilon\) deviates from perturbation theory. The traced cutoff error also belongs to the way the transform is taken. Equation (4) cut at \(T\) differs from the program's form by the boundary term \(e^{izT}A_{\rm ind}(T)/A_0\), which cancels the part due to the constant late value of \(A_{\rm ind}\).

**Absorption and loss.** Absorption peaks at 0.222 hartree (6.0 eV), just above the gap. Loss peaks at 0.602 hartree (16.4 eV), where \(\varepsilon=0.047+0.155i\):

\[ {\rm Im}\Big(-\frac1\varepsilon\Big)=\frac{0.155}{0.047^2+0.155^2}\approx5.9 . \]

The real part is close to zero both at 0.50 and at 0.60 hartree. At 0.50 hartree \({\rm Im}\,\varepsilon=0.48\) and the loss is only about 2; at 0.60 hartree \({\rm Im}\,\varepsilon=0.17\) and the loss is near its peak. A small \({\rm Re}\,\varepsilon\) alone therefore does not locate the peak: \({\rm Im}\,\varepsilon\) must be small as well, so that the whole modulus \(|\varepsilon|\) is small.

**False absorption.** At 0.05 hartree, \({\rm Im}\,\varepsilon=0.046\). A real \(\omega\) in the denominator adds \(2.745\times0.01/0.05=0.549\), and the program indeed finds 0.595.

**Late times.** The mean of \(A/A_0\) over the second half of the run is 0.274, against \(1/\varepsilon(0)=0.275\). Two control runs change one thing each:

- Starting from the eigenstate of \(H\) gives 0.012. If the slow current of section 5 is constant, the shift is \(\frac12(\omega_p^2/3.64)\,\overline{t^2}\,J_s/(nA_0)\), with \(\overline{t^2}=\frac7{12}T^2=3.7\times10^5\). A shift of \(-0.262\) then needs \(J_s\approx-2.4\times10^{-5}\,nA_0\). The control shows that the start is responsible; the \(\Delta t^2\) scaling was not tested.
- A kick of 0.005 gives 1.17. The population projected on the upper bands at \(A=A_0\) just after the kick, which is not the carrier number later in the run when \(A\) has changed, rises from \(3.8\times10^{-8}\) to \(9.6\times10^{-5}\) electrons per cell, a factor \(2500=50^2\). In a crystal with inversion symmetry the current is odd in \(A_0\), so the first nonlinear correction is of third order. Halving the kick reduces the shift by a factor 3.4, near but below the factor 4 of a pure third-order term. The drift is not the \(t^2\) growth of a constant current: \(A/A_0\) still averages about 0.27 between \(T/4\) and \(T/2\), and only then rises, to about 3 at \(T\). That onset is close to the recurrence time of the 64-point mesh, roughly \(2\pi/0.017\approx370\), so the number 1.17 may depend on the mesh, and its cause is not established here.

The strong kick still obeys the energy balance. It deposits \(2\times0.005^2/2=2.5\times10^{-5}\) hartree per cell, and the total energy then varies by 0.2% of that amount, while the macroscopic field holds up to 37% of it at the sampled times, which lie 4 atomic units apart; the true maximum, about 62% near \(t=2.7\), falls between samples. Energy conservation therefore does not show that a run is in the linear regime. The late-time mean is the more sensitive check, because nothing damps the slow drift there. The numerical check below also confirms both sum rules on the perturbation-theory spectrum, taken at \(\omega+i\eta\) with the analytic high-frequency tail of the broadening added; it does not evaluate them on the real-time signals.

## Calculated quantities

```
cell length 6.0 bohr, lateral area 20.0 bohr^2
electrons per cell 2, ionic amplitude 0.30 hartree
grid points 15, k points 64
weak kick A0 0.0001 a.u., strong kick 0.0050 a.u.
damping eta 0.010 hartree
time step 0.080 a.u., steps 10000, duration 800 a.u.
pulse width tau 2.0 a.u., centre 12.0 a.u.
mean density 0.016667 bohr^-3
density min 0.004232, max 0.033270 bohr^-3
Kohn-Sham gap 0.20983 hartree = 5.710 eV
plasma frequency 0.45765 hartree = 12.453 eV
static eps, perturbation theory 3.6399
static eps without local fields 4.2514
1/static eps 0.2747, late mean of A/A0 0.2741
late mean of A/A0, strong kick 1.1725
late mean of A/A0, weak kick, start from H eigenstate 0.0123
field-free density change / mean density: split-step start 4.2e-12, H eigenstate 2.7e-04
excited electrons per cell: weak 3.823e-08, strong 9.557e-05
weak kick: time (a.u.), J/(n A0) at fixed E, A/A0 at fixed D:
    0.04   -1.0000    1.0000
    2.04   -0.7389    0.6142
    5.00   -0.0265   -0.2569
   10.04    0.5734    0.4931
   20.04   -0.1575    0.3040
   40.04    0.3114    0.3481
omega (hartree), eps fixed E, eps fixed D, eps perturbation:
  0.00 3.6314+0.0000j 3.6323+0.0000j 3.6357+0.0000j
  0.10 4.1383+0.1237j 4.1388+0.1279j 4.1390+0.1238j
  0.20 9.4344+3.1933j 9.4564+3.2051j 9.4370+3.1956j
  0.30 -1.4483+3.3869j -1.4506+3.3890j -1.4483+3.3864j
  0.40 -0.5960+1.1093j -0.5951+1.1097j -0.5956+1.1094j
  0.50 -0.0054+0.4830j -0.0054+0.4833j -0.0053+0.4830j
  0.60 0.0213+0.1711j 0.0214+0.1712j 0.0217+0.1711j
  0.70 0.4688+0.0997j 0.4686+0.0997j 0.4689+0.0997j
absorption peak 0.222 hartree = 6.04 eV, Im eps 10.583
loss peak 0.602 hartree = 16.38 eV, Im(-1/eps) 5.906
eps (fixed E) at loss peak 0.0470+0.1551j
max deviation / max value, fixed E vs perturbation 5.96e-04
same for 1/eps, fixed D vs perturbation 2.45e-03
same for 1/eps, fixed D vs fixed E 1.24e-03
same for 1/eps, smooth pulse vs kick 1.69e-04
strong kick: energy deposited per cell 2.50000e-05 hartree
strong kick: N A0^2/2 2.50000e-05 hartree
strong kick: total energy drift / kick energy 2.26e-03
strong kick: largest field energy / kick energy 0.3694
sum rule ratio for eps 1.00000, for -1/eps 1.00000
at omega 0.050 hartree: eps 3.7447+0.0463j
same with real omega in denominator 3.7354+0.5953j
```
